# How far a PeV photon travels through the 2.7 K background

**Question.** A photon of very high energy \(E\) can collide with a photon of the thermal background and turn into an electron–positron pair. How short can its mean free path become, at what energy, and how do both scale with the background temperature?

**Answer.** Take an isotropic, unpolarized Planck gas at \(T=2.7\) K, with \(\gamma\gamma\to e^+e^-\) at tree level as the only loss. Starlight, magnetic fields, higher orders and cosmic expansion are neglected. Let \(m\) be the electron rest energy, \(\varepsilon\) the thermal photon energy and \(\mu\) the cosine between the photon directions.

In the centre-of-momentum frame all four particles have the same energy \(\omega\). The invariant \((k_1+k_2)^2\) equals \(2E\varepsilon(1-\mu)\) in the gas frame and \(4\omega^2\) in the other, so

\[
s\equiv\frac{\omega^2}{m^2}=\frac{E\varepsilon(1-\mu)}{2m^2},\qquad \beta=\sqrt{1-1/s},
\]

where \(\beta\) is the electron speed. Pairs require \(s>1\).

### The cross section

Set \(\hbar=c=1\), with metric \((+,-,-,-)\) and \(e^2=4\pi\alpha\). The photons move along \(\pm z\), the electron has \(p=(\omega,\mathbf p)\), the positron \(p'=(\omega,-\mathbf p)\), and \(c=\cos\theta\) gives the electron direction. The polarizations \(\eta_1,\eta_2\) are purely spatial and transverse. Up to a phase, the two diagrams give

\[
A=e^2\,\bar u\left[\frac{\slashed\eta_1(\slashed p-\slashed k_1+m)\slashed\eta_2}{-2p\cdot k_1}+(1\leftrightarrow2)\right]v .
\]

Here \(p\cdot k_{1,2}=\omega^2(1\mp\beta c)\). Since \(\bar u\slashed p=m\bar u\), we have \(\bar u\slashed\eta_1(\slashed p+m)=2(p\cdot\eta_1)\bar u\). Since \(\eta_1\cdot k_1=0\), also \(-\slashed\eta_1\slashed k_1=\slashed k_1\slashed\eta_1\). Hence \(A=-(e^2/2\omega^2)\,\bar uNv\) with

\[
N=\frac{2(p\cdot\eta_1)\slashed\eta_2+\slashed k_1\slashed\eta_1\slashed\eta_2}{1-\beta c}+\frac{2(p\cdot\eta_2)\slashed\eta_1+\slashed k_2\slashed\eta_2\slashed\eta_1}{1+\beta c}.
\]

Let \(\boldsymbol\eta=(1,i,0)/\sqrt2\) and \(D=1-\beta^2c^2\).

*Opposite helicities.* Both polarizations equal \(\eta\), because the photons move oppositely. Then \(\slashed\eta\slashed\eta=0\) and \(N=4(p\cdot\eta)\slashed\eta/D\). With \(\eta\cdot\eta^*=-1\) and \(p'\cdot\eta=-p\cdot\eta\), the trace is

\[
\sum|\bar u\slashed\eta v|^2=4\left[p\cdot p'+m^2-2|p\cdot\eta|^2\right]=4\omega^2(2-\beta^2\sin^2\theta),
\]

because \(p\cdot p'+m^2=2\omega^2\) and \(|p\cdot\eta|^2=\omega^2\beta^2\sin^2\theta/2\). Multiplying by \((e^4/4\omega^4)\,16|p\cdot\eta|^2/D^2\) gives

\[
\sum|A|^2=8e^4\,\frac{\beta^2\sin^2\theta\,(2-\beta^2\sin^2\theta)}{D^2}.
\]

*Equal helicities.* Now \(\eta_1=\eta\), \(\eta_2=\eta^*\). From \(\gamma^i\gamma^j=-\delta_{ij}-i\epsilon_{ijk}\Sigma^k\) and \(\boldsymbol\eta\times\boldsymbol\eta^*=-i\hat z\), we get \(\slashed\eta\slashed\eta^*=-1-\Sigma^3\) and \(\slashed\eta^*\slashed\eta=-1+\Sigma^3\). Define \(P=p_x\gamma^1+p_y\gamma^2\) and \(X=p_x\gamma^2-p_y\gamma^1\); then \(2(p\cdot\eta)\slashed\eta^*=P-iX\), and the conjugate choice gives \(P+iX\). Insert \(\slashed k_{1,2}=\omega(\gamma^0\mp\gamma^3)\), \(\gamma^0\Sigma^3=\gamma^3\gamma_5\) and \(\gamma^3\Sigma^3=\gamma^0\gamma_5\). The term in \(\gamma^0\) alone drops out, since \(2\omega\bar u\gamma^0v=\bar u(\slashed p+\slashed p')v=0\). The two numerators become \(P+\omega\gamma^0\gamma_5\pm R\), with \(R=-iX+\omega\gamma^3-\omega\gamma^3\gamma_5\), so

\[
\bar uNv=\frac2D\,\bar u\left[P+\omega\gamma^0\gamma_5+\beta cR\right]v .
\]

The Dirac equations \(\bar u\slashed p=m\bar u\), \(\slashed p'v=-mv\) supply three identities:

- \(\bar u(\slashed p-\slashed p')v=2m\bar uv\) gives \(\bar u\,\mathbf p\cdot\boldsymbol\gamma\,v=-m\bar uv\).
- \(\bar u(\slashed p+\slashed p')\gamma_5v=2m\bar u\gamma_5v\) gives \(\omega\bar u\gamma^0\gamma_5v=m\bar u\gamma_5v\).
- \(\bar u(\slashed p\Sigma^3+\Sigma^3\slashed p')v=0\), with \([\Sigma^3,\mathbf p\cdot\boldsymbol\gamma]=2iX\), gives \(\bar u(\omega\gamma^3\gamma_5+iX)v=0\).

Because \(\beta c\,\omega=p_z\), the \(\gamma^3\) term completes \(P\) to \(\mathbf p\cdot\boldsymbol\gamma\). Thus \(\bar uNv=(2m/D)\,\bar u(-1+\gamma_5)v\). The cross terms have zero trace, and the squares sum to \(4(p\cdot p'-m^2)+4(p\cdot p'+m^2)=8\omega^2(1+\beta^2)\). With \(m^2/\omega^2=1-\beta^2\),

\[
\sum|A|^2=\frac{e^4}{4\omega^4}\frac{4m^2}{D^2}\,8\omega^2(1+\beta^2)=8e^4\,\frac{1-\beta^4}{D^2}.
\]

Parity gives the same results for the reversed helicities, so the average over four combinations is half the sum of the two results. The flux factor is \(4k_1\cdot k_2=8\omega^2\). The phase space is

\[
d\Phi=d\Omega\int\frac{|\mathbf p|^2d|\mathbf p|}{4\pi^2(2\omega')^2}\,\delta(2\omega-2\omega')=\frac{\beta\,d\Omega}{32\pi^2},
\]

using \(|\mathbf p|d|\mathbf p|=\omega'd\omega'\). With \(e^4=16\pi^2\alpha^2\) and \(\alpha=r_em\), where \(r_e\) is the classical electron radius,

\[
\frac{d\sigma}{d\Omega}=\frac{r_e^2}{4}\beta(1-\beta^2)\Theta,\qquad
\Theta=\frac{1-\beta^4+2\beta^2\sin^2\theta-\beta^4\sin^4\theta}{D^2}.
\]

Substituting \(\beta^2\sin^2\theta=\beta^2-1+D\) gives

\[
\Theta=-1+\frac{2(2-\beta^2)}{D}-\frac{2(1-\beta^2)^2}{D^2}.
\]

Let \(\Lambda=\ln[(1+\beta)/(1-\beta)]\). Then \(\int_{-1}^1dc/D=\Lambda/\beta\). Since \(d(c/D)/dc=2/D^2-1/D\), also \(\int_{-1}^1dc/D^2=1/(1-\beta^2)+\Lambda/(2\beta)\). Collecting terms, \(\int\Theta\,dc=[(3-\beta^4)\Lambda-2\beta(2-\beta^2)]/\beta\), and the azimuth contributes \(2\pi\):

\[
\sigma=\pi r_e^2g,\qquad g=\tfrac12(1-\beta^2)\left[(3-\beta^4)\Lambda-2\beta(2-\beta^2)\right].
\]

### A first estimate

Photons meet at a rate proportional to \(1-\mu\), so with thermal density \(n(\varepsilon)\) per unit energy,

\[
\frac1\lambda=\int d\varepsilon\,n(\varepsilon)\int_{-1}^1\frac{d\mu}{2}(1-\mu)\sigma .
\]

The isotropic mean of \(1-\mu\) is 1. Replacing \(\sigma\) by its maximum therefore gives a strict bound, \(\lambda\ge1/(n_\gamma\sigma_{\max})\). At 2.7 K, \(n_\gamma=3.99\times10^8\ \mathrm{m^{-3}}\), and the peak \(g=0.682\) at \(s=1.97\) gives \(\sigma_{\max}=1.70\times10^{-29}\ \mathrm{m^2}\). The bound is 4.8 kpc. No energy makes every collision optimal, so the actual minimum is longer.

### The folded rate and its scaling

Restore \(\hbar c\), and insert \(n(\varepsilon)=\varepsilon^2/[\pi^2(\hbar c)^3(e^{\varepsilon/kT}-1)]\). At fixed \(\varepsilon\), \(1-\mu=2sm^2/(E\varepsilon)\), so \(\tfrac12(1-\mu)|d\mu|=2s\,ds\,m^4/(E\varepsilon)^2\). The factors \(\varepsilon^2\) cancel. A given \(s\) needs \(\varepsilon\ge sm^2/E\), and

\[
\int_{sm^2/E}^\infty\frac{d\varepsilon}{e^{\varepsilon/kT}-1}=kT\,L(as),\quad L(x)=-\ln(1-e^{-x}),\quad a=\frac{m^2}{E\,kT}.
\]

With \(m^4/E^2=a^2(kT)^2\) and \(M(x)=x^2L(x)\),

\[
\frac1\lambda=\frac{2r_e^2}{\pi}\left(\frac{kT}{\hbar c}\right)^3F(a),\qquad F(a)=\int_1^\infty\frac{ds}{s}\,g(s)\,M(as).
\]

Temperature enters through the prefactor and through \(a\). In this model, therefore, \(\lambda_{\min}\propto T^{-3}\) and \(E_{\min}\propto T^{-1}\): doubling \(T\) divides the shortest path by eight and halves its energy.

### Why there is a minimum, and one only

*Low energy, \(a\gg1\).* Only the exponential tail of the Planck spectrum reaches threshold, so \(L(as)\approx e^{-as}\). Expanding \(g\) gives \(g=\beta+\beta^3+\dots\); with \(s=1+x\), \(sg=\sqrt x(1+3x/2+\dots)\). Integrating \(a^2sg\,e^{-as}\) gives

\[
F\approx\frac{\sqrt\pi}{2}\sqrt a\,e^{-a}\left(1+\frac9{4a}\right).
\]

*High energy, \(a\ll1\).* Most collisions are far above threshold, where \(g\approx(\ln4s-1)/s\). Put \(x=as\), extend the lower limit to zero, and use \(L=\sum_k e^{-kx}/k\) with \(\int_0^\infty\ln x\,e^{-kx}dx=-(\gamma_E+\ln k)/k\), where \(\gamma_E\) is Euler's constant:

\[
F\approx\frac{\pi^2}{6}a\left[\ln\frac4a-1-\gamma_E+\frac{\zeta'(2)}{\zeta(2)}\right].
\]

Thus \(F\) vanishes at both ends and has a maximum between them. Uniqueness takes three steps.

*First, \(g\) has one peak.* Differentiating with \(\Lambda'=2/(1-\beta^2)\) and collecting terms,

\[
\frac{dg}{d\beta}=1+9b-6b^2-\beta\Lambda q,\qquad b=\beta^2,\quad q=3+2b-3b^2>0 .
\]

Its sign is opposite to that of \(\Delta=H-Q\), where \(H=\beta\Lambda=2(b+b^2/3+b^3/5+\dots)\) and \(Q=(1+9b-6b^2)/q\). The slopes in \(b\) are \(H'=2(1+2b/3+3b^2/5+\dots)\) and \(Q'=(25-30b+15b^2)/q^2\). At \(b=0\), \(\Delta=-1/3\) and \(\Delta'=2-25/9<0\). Up to \(b=1/3\), \(H'\) rises while \(Q'\) falls, since its numerator falls and \(q\) rises. Beyond that, \(H'>2.57\). With \(h=1-b\le2/3\), the numerator of \(Q'\) is \(10+15h^2\), and \(q=2+4h-3h^2\ge2+2h\). Hence \(2.5q^2\ge10+20h+10h^2\ge10+15h^2\), so \(Q'\le2.5\). Therefore \(\Delta\) first falls, then rises to infinity, and crosses zero once, at \(s=s_p\).

*Second, \(\ln M\) is concave in \(u=\ln x\).* Write \(L=\int_u^\infty f(v)\,dv\), with \(f=t/(e^t-1)\) and \(t=e^v\). The slope \(d\ln f/dv=1-t/(1-e^{-t})\) decreases. Then

\[
\left(-\frac{d\ln L}{du}\right)^{-1}=\int_0^\infty\frac{f(u+y)}{f(u)}\,dy
\]

decreases with \(u\), so \(d\ln L/du\) decreases too. The factor \(x^2\) adds the constant 2 to this slope.

*Third, integrate by parts.* The boundary terms vanish, because \(g=0\) at threshold and \(M\to0\) at infinity:

\[
\frac{1}{M(as_p)}\frac{dF}{d\ln a}=-\int_1^\infty ds\,\frac{dg}{ds}\,\frac{M(as)}{M(as_p)} .
\]

For \(s<s_p\) the ratio of \(M\)'s rises with \(a\) and is multiplied by a negative number. For \(s>s_p\) it falls and is multiplied by a positive one. The right side decreases strictly, so it has one zero: \(F\) has one maximum and \(\lambda\) one minimum.

### How large it is

For \(kT=2.327\times10^{-4}\) eV, the energy scale is \(m^2/kT=1.122\) PeV. Matching the peak of \(M\), at \(x=1.83\), to that of \(g\) estimates \(E\approx1.122\times1.968/1.830=1.21\) PeV. The full maximum is \(F=0.538\) at \(a=0.504\). The prefactor is \(0.2557\ \mathrm{kpc^{-1}}\), so

\[
E_{\min}=\frac{1.122}{0.504}\ \mathrm{PeV}\approx2.2\ \mathrm{PeV},\qquad
\lambda_{\min}=\frac{1}{0.2557\times0.538}\ \mathrm{kpc}\approx7.3\ \mathrm{kpc},
\]

or \(2.2\times10^{20}\) m. This is the minimum of order ten kiloparsecs near 2 PeV. For the measured microwave background temperature, 2.7255 K, the scaling laws give 7.1 kpc at 2.2 PeV. At that energy a photon survives 10 kpc with probability \(e^{-10/7.27}=0.25\).

The matching estimate is low mainly because \(g\) has a long tail at large \(s\). Collisions with \(s>4\) supply 32% of the absorption at the minimum, and removing them moves the minimum down to 1.4 PeV.

The minimum is broad: \(\lambda\) stays below twice its least value from 0.63 to 15 PeV. The two sides differ greatly. At 0.1 PeV the path is \(8.7\times10^4\) kpc, where the low-energy formula gives a value 5% smaller. At 100 PeV it is 55 kpc, where the high-energy formula gives a value 4% larger.

These lengths describe loss of the original photon. They do not count new photons radiated by the pair. The result also fails where another radiation field contributes comparably to the absorption, or where the journey is long enough for the background temperature to change. Both limits apply to the value at 0.1 PeV, which is a model value only. There the extragalactic far-infrared background alone gives a path of roughly 6 Mpc, more than ten times shorter. Over 87 Mpc the redshift is about 0.02, which through the factor \(e^{-a}\) shortens the local path at the far end by about 40%, and using 2.7255 K instead of 2.7 K lowers the value to \(7.6\times10^4\) kpc. Near the minimum the extragalactic far-infrared contribution is about a thousandth of the thermal one. The numerical check evaluates the amplitude with explicit Dirac matrices and the folded rate by a separate triple quadrature.

## Table of computed values

```
temperature T = 2.7 K
thermal energy kT = 2.3267e-04 eV
electron rest energy m = 5.10999e+05 eV
classical electron radius = 2.81794e-15 m
kT/(hbar c) = 1179.10 1/m
one kiloparsec = 3.0857e+19 m
energy scale m^2/kT = 1.1223 PeV
thermal photon density = 3.9931e+08 1/m^3
speed beta at peak of sigma = 0.7013
s at peak of sigma = 1.9679
g at peak = 0.6817
peak cross section = 1.7006e-29 m^2
lower bound 1/(n sigma_max) = 4.772 kpc
x at peak of M = 1.8303
energy from matching the two peaks = 1.207 PeV
a at the minimum = 0.5036
F at the minimum = 0.5380
prefactor (2 r_e^2/pi)(kT/hbar c)^3 = 0.2557 1/kpc
energy of the minimum = 2.228 PeV
minimum mean free path = 7.269 kpc
minimum mean free path = 2.243e+20 m
same minimum by triple quadrature = 7.269 kpc
ratio of lower bound to minimum = 0.657
share of absorption from s > 4 at minimum = 0.316
energy of minimum with s > 4 removed = 1.376 PeV
mfp below twice minimum from 0.635 PeV
mfp below twice minimum up to 14.845 PeV
survival over 10 kpc at minimum = 0.253
mean free path at 0.1 PeV = 8.658e+04 kpc
mean free path at 0.2 PeV = 421.1 kpc
mean free path at 0.5 PeV = 21.18 kpc
mean free path at 1 PeV = 9.261 kpc
mean free path at 2 PeV = 7.295 kpc
mean free path at 5 PeV = 8.521 kpc
mean free path at 10 PeV = 11.64 kpc
mean free path at 100 PeV = 54.53 kpc
a at 0.1 PeV = 11.223
low-energy formula at 0.1 PeV = 8.21e+04 kpc
a at 100 PeV = 0.01122
high-energy formula at 100 PeV = 56.81 kpc
zeta'(2)/zeta(2) = -0.56996
```
